# Electron-Wind Force on a Defect and Its Resistivity Ratio

An electric field in a metal pulls on a charged defect directly. It also drives a current, and the electrons that scatter from the defect push it along their drift. The two forces can point in opposite directions, so a positive ion may migrate towards the positive electrode. To model this drift one needs the second force, the electron wind, in terms of quantities that can be computed or measured.

## Result and conventions

The electrons have charge \(-e\), with \(e>0\), and form a degenerate free-electron gas of density \(n\) and Fermi wavevector \(k_F\). The defect is held at one position. Its total force is written as

\[
\mathbf F=Z^*e\mathbf E,\qquad Z^*=Z_d+Z_w ,
\]

where \(Z_d\) is the direct valence and \(Z_w\) the wind valence. For weak fields,

\[
Z_w=-n\,l\,\sigma_{\rm tr}=-\frac{n}{n_d}\,\frac{\rho_d}{\rho}. \tag{1}
\]

Here \(l\) is the transport mean free path due to all scatterers, \(\sigma_{\rm tr}\) is the transport cross section of one defect at the Fermi energy, and \(n_d\) is the density of such defects. The total resistivity is \(\rho\), and \(\rho_d\) is the part caused by this defect species. It is the whole residual resistivity if no other static scatterers are present. The product \(-nl\sigma_{\rm tr}\) is the wind part of the effective valence; \(Z_d\) must be added. The value of \(Z_d\) is an input here, because the screening of the direct force is a separate problem.

The formulas keep \(\hbar\), the electron mass \(m\) and \(e\). Numbers are in Rydberg units unless another unit is given: \(\hbar=1\), \(m=1/2\), \(e^2=2\), lengths in Bohr radii \(a_0\). The energy is then \(k^2\) and the speed \(v=\hbar k/m=2k\).

## Momentum given to one defect

Let an electron packet with mean wavevector \(\mathbf k\) and cross-sectional area \(A\), much wider than the defect, pass over it. The probability of scattering into \(d\Omega\) is \((d\sigma/d\Omega)d\Omega/A\). Conservation of probability leaves \(1-\sigma/A\) for the unscattered packet, where \(\sigma\) is the total cross section. The mean momentum lost by the electron, and hence gained by the defect, is

\[
\hbar\mathbf k-\left[\left(1-\frac{\sigma}{A}\right)\hbar\mathbf k
+\frac1A\int\hbar\mathbf k'\frac{d\sigma}{d\Omega}d\Omega\right]
=\frac1A\int\hbar(\mathbf k-\mathbf k')\frac{d\sigma}{d\Omega}d\Omega .
\]

Scattering is elastic, so \(k'=k\). For a spherical potential the components of \(\mathbf k'\) perpendicular to \(\mathbf k\) cancel in the integral, and the parallel component is \(k\cos\gamma\), with \(\gamma\) the scattering angle. A beam of density \(N\) brings \(NvA\) electrons per unit time. The area cancels, and

\[
\mathbf F_{\rm beam}=N\,v\,\hbar\mathbf k\,\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int(1-\cos\gamma)\frac{d\sigma}{d\Omega}d\Omega. \tag{2}
\]

The same force has a direct quantum expression. A potential \(V(\mathbf r-\mathbf R)\) exerts the force \(-\partial V/\partial\mathbf R=\nabla V\) on the defect at \(\mathbf R\), so the mean force is \(\int|\psi|^2\nabla V\,d^3r\). For the screened ion treated below and a beam of density \(1\,a_0^{-3}\), this spatial integral gives 18.2584 Ry/\(a_0\). Equation (2) gives \(2k_F^2\sigma_{\rm tr}\), which is the same number to the digits shown. The test covers the interference between incident and scattered waves, which the packet argument handled through conservation of probability.

## Cross section from phase shifts

The scattering amplitude is

\[
f(\gamma)=\frac1k\sum_{L}(2L+1)e^{i\delta_L}\sin\delta_L\,P_L(\cos\gamma),
\qquad \frac{d\sigma}{d\Omega}=|f|^2 .
\]

Orthogonality of the Legendre polynomials gives

\[
\sigma=\frac{4\pi}{k^2}\sum_L(2L+1)\sin^2\delta_L
=\frac{4\pi}{k^2}\sum_L(L+1)\left(\sin^2\delta_L+\sin^2\delta_{L+1}\right).
\]

The second form is a regrouping: \(\sin^2\delta_L\) occurs once with weight \(L+1\) and once with weight \(L\). The part of (2) with \(\cos\gamma\) couples neighbouring \(L\), through

\[
\int_{-1}^{1}xP_LP_{L+1}\,dx=\frac{2(L+1)}{(2L+1)(2L+3)} .
\]

The two cross terms in \(|f|^2\) are complex conjugates and add to twice the real part. Therefore

\[
\int\cos\gamma\,|f|^2d\Omega=\frac{8\pi}{k^2}\sum_L(L+1)
\sin\delta_L\sin\delta_{L+1}\cos(\delta_L-\delta_{L+1}).
\]

Subtracting this from \(\sigma\) leaves, for each \(L\), the combination \(|e^{ia}\sin a-e^{ib}\sin b|^2\) with \(a=\delta_L\) and \(b=\delta_{L+1}\). Since \(e^{ia}\sin a=(e^{2ia}-1)/2i\), it equals \(|e^{2ia}-e^{2ib}|^2/4=\sin^2(a-b)\). Hence

\[
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{L=0}^{\infty}(L+1)\sin^2(\delta_L-\delta_{L+1}). \tag{3}
\]

Adding \(\pi\) to any phase shift does not change (3), so an implementation may use principal values here. The Friedel sum below does need the correct multiple of \(\pi\).

## Electron distribution in the field

Let \(f_0(\varepsilon)\) be the Fermi function and \(f=f_0+f_1\), with \(f_1\) linear in \(\mathbf E\). Scatterers of different species and positions are assumed to act independently. Lattice scattering is treated as quasi-elastic and isotropic, meaning that its rate depends on \(\gamma\) but not on the crystal direction.

For elastic scattering with a symmetric rate, the Pauli factors combine as \(f'(1-f)-f(1-f')=f'-f\). The collision term of species \(s\), with density \(n_s\), is therefore

\[
C_s[f_1]=n_sv\int\frac{d\sigma_s}{d\Omega}\,(f_1'-f_1)\,d\Omega' .
\]

Let \(\theta\) be the angle between \(\mathbf k\) and \(\mathbf E\), and try \(f_1\propto\cos\theta\). Averaging \(\cos\theta'\) over the azimuth around \(\mathbf k\) gives \(\cos\gamma\cos\theta\). The collision term then becomes \(-n_sv\sigma_{{\rm tr},s}f_1\). Every species has the same eigenfunction \(\cos\theta\), so the rates add:

\[
\frac1\tau=\frac vl,\qquad
\frac1l=n_d\sigma_{\rm tr}+\frac1{l_{\rm other}} . \tag{4}
\]

This is Matthiessen's rule for the present model. For lattice scattering, \(1/l_{\rm other}\) stands for the corresponding transport rate divided by \(v\).

The force on an electron is \(-e\mathbf E\). The steady linearized Boltzmann equation is

\[
-\frac{e\mathbf E}{\hbar}\cdot\nabla_{\mathbf k}f_0=-\frac{f_1}{\tau}.
\]

Since \(\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon\),

\[
f_1=e\tau\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}. \tag{5}
\]

The derivative is negative, so states moving along \(\mathbf E\) are depleted and the electrons drift against the field.

## Sum over the Fermi surface

The force on one defect is the sum of (2) over occupied states. Pauli blocking does not alter it: the additional term contains \(ff'(\mathbf k-\mathbf k')\) times a symmetric rate, and it changes sign when \(\mathbf k\) and \(\mathbf k'\) are exchanged. The isotropic part \(f_0\) gives zero because (2) is odd in \(\mathbf k\). With a factor 2 for spin, the component along \(\mathbf E\) is

\[
F_w=2\int\frac{d^3k}{(2\pi)^3}\,
\left(e\tau Ev\cos\theta\,\frac{\partial f_0}{\partial\varepsilon}\right)
\hbar k\cos\theta\,v\,\sigma_{\rm tr}(k).
\]

The angular integral of \(\cos^2\theta\) is \(4\pi/3\). At low temperature \(\partial f_0/\partial\varepsilon=-\delta(\varepsilon-\varepsilon_F)\), and \(dk=d\varepsilon/(\hbar v)\). Thus

\[
F_w=-\frac{2}{8\pi^3}\,\frac{4\pi}{3}\,
k_F^2\,\frac{e\tau E\,v_F\,\hbar k_F\,v_F\,\sigma_{\rm tr}}{\hbar v_F}
=-\frac{k_F^3}{3\pi^2}\,v_F\tau\,\sigma_{\rm tr}\,eE .
\]

With \(n=k_F^3/(3\pi^2)\) and \(l=v_F\tau\),

\[
F_w=-n\,l\,\sigma_{\rm tr}\,eE, \tag{6}
\]

which is the first form of (1). At finite temperature the Sommerfeld expansion gives relative corrections of order \((k_BT/\varepsilon_F)^2\), provided that \(\tau\) and \(\sigma_{\rm tr}\) vary smoothly near \(\varepsilon_F\).

Although all electrons drift, the cross section in (6) is taken at the Fermi energy. Displacing the Fermi sphere by a small wavevector \(\mathbf q\) moves its surface outwards by \(q\cos\theta\), while the interior remains isotropically filled. The surface layer gives

\[
F=\frac{2}{8\pi^3}\int d\Omega\,k_F^2\,(q\cos\theta)\,
\hbar k_F\cos\theta\,v_F\sigma_{\rm tr}
=n\hbar q\,v_F\sigma_{\rm tr},
\]

and \(q=-eE\tau/\hbar\) returns (6). For the screened ion the cross section varies strongly with energy: \(d\ln\sigma_{\rm tr}/d\ln k=-2.6\) at \(k_F\). Integration over a sphere displaced by \(0.005\,a_0^{-1}\), with this variation included, still agrees with the surface formula to about two parts in \(10^5\).

## Resistivity ratio

The current density follows from the same distribution:

\[
j=-2e\int\frac{d^3k}{(2\pi)^3}\,v\cos\theta\,f_1
=\frac{e^2E\tau}{3\pi^2}\,\frac{k_F^2v_F}{\hbar}
=\frac{ne^2l}{\hbar k_F}\,E .
\]

Therefore

\[
\rho=\frac{\hbar k_F}{ne^2l},\qquad
\rho_d=\frac{\hbar k_F}{ne^2}\,n_d\sigma_{\rm tr}, \tag{7}
\]

where the second expression uses \(1/l=n_d\sigma_{\rm tr}\) for the defects alone. Their ratio is \(\rho_d/\rho=n_dl\sigma_{\rm tr}\). Multiplying by \(-n/n_d\) gives \(-nl\sigma_{\rm tr}\), which is the second form of (1).

The factor \(\rho_d/\rho\) is the fraction of the electrons' momentum loss that goes to the defects. The force per volume on species \(s\) is \(-n(l/l_s)eE\), and by (4) the fractions \(l/l_s\) add to one:

\[
n_dF_w+F_{\rm other}=-neE . \tag{8}
\]

In the steady state the scatterers together receive all the momentum that the field gives to the electrons.

These relations were also tested by solving the angular Boltzmann equation numerically, without assuming \(f_1\propto\cos\theta\). The calculation used the full angular cross section of the defect and a lattice rate proportional to \(1-\cos\gamma\). The forces, the resistivity ratio and the balance (8) agreed with the formulas within a relative tolerance of \(10^{-6}\).

## Limits and use with measured resistivities

If the defects are the sole scatterers, \(\rho=\rho_d\) and \(Z_w=-n/n_d\). The cross section drops out: at a given drift a defect takes momentum at a rate proportional to \(\sigma_{\rm tr}\), but the mean free path \(l=1/(n_d\sigma_{\rm tr})\), and with it the drift at fixed field, falls in the same proportion. If other scattering dominates, \(l\simeq l_{\rm other}\) and \(Z_w\simeq-nl_{\rm other}\sigma_{\rm tr}\), independent of \(n_d\).

For a fixed defect species, (1) can be written as

\[
Z^*=Z_d-\frac{K}{\rho},\qquad K=\frac{n\rho_d}{n_d}. \tag{9}
\]

If \(Z_d\) and \(\sigma_{\rm tr}\) do not change with temperature, a plot of \(Z^*\) against \(1/\rho\) is a straight line with intercept \(Z_d\) and slope \(-K\).

At fixed current density the dependence is different. Inserting \(E=\rho j\) into the wind force gives

\[
F_w=Z_we\rho j=-e\,\frac{n}{n_d}\,\rho_d\,j . \tag{10}
\]

The total resistivity cancels: more lattice scattering requires a larger field, but leaves the drift that strikes the defect unchanged. The direct force \(Z_de\rho j\) does grow with \(\rho\).

## Worked example: a screened point ion

Take \(k_F=0.7\,a_0^{-1}\), so that \(n=0.7^3/(3\pi^2)=0.01158\,a_0^{-3}\), and one defect per 100 conduction electrons. The defect is an ion of charge 1 with the model potential \(V=-2e^{-qr}/r\) Ry. Here \(q\) is a screening constant, fixed by requiring the electrons to screen one unit of charge.

That requirement is the Friedel sum rule. In a large sphere of radius \(R\), the allowed wavevectors satisfy \(kR-L\pi/2+\delta_L=p\pi\) with integer \(p\). The defect thus changes the number of continuum states below \(k_F\) by \([\delta_L(k_F)-\delta_L(0)]/\pi\) for each angular and spin state. The potential shifts levels but does not change their total number. With \(\delta_L\to0\) at high energy, the same count taken over all \(k\) shows that the continuum loses \(\delta_L(0)/\pi\) states, and these reappear as bound states, which are occupied. Adding them gives

\[
1=\frac2\pi\sum_L(2L+1)\delta_L(k_F).
\]

The solution is \(q=1.152\,a_0^{-1}\), with \(\delta_0=1.1124\), \(\delta_1=0.1125\), \(\delta_2=0.0179\) and \(\delta_3=0.0033\) rad. This potential binds one s state, so \(\delta_0\to\pi\) as \(k\to0\), and the unit of screening charge is two bound electrons minus one electron lost from the continuum. The state is very shallow: it is bound by about \(8\times10^{-4}\) Ry and its wavefunction decays over about \(35\,a_0\), more than the defect spacing \(n_d^{-1/3}\simeq20\,a_0\). At this density it cannot be pictured as a level of one isolated ion. The cross section uses only the phase shifts at \(k_F\). The first terms of (3) are

\[
\sigma_{\rm tr}\simeq\frac{4\pi}{0.49}
\left[\sin^2(0.9999)+2\sin^2(0.0946)+3\sin^2(0.0146)\right]a_0^2
\simeq18.63\,a_0^2 ,
\]

or 5.22 Å\(^2\). The total cross section is larger, \(21.64\,a_0^2\), because this ion scatters preferentially forward and such events transfer little momentum.

For the defects alone, \(l=1/(n_d\sigma_{\rm tr})=463\,a_0\). Equation (7) gives \(\rho_d=0.7\times0.01\times18.63\,(\hbar a_0/e^2)\), with \(e\) in coulombs for the SI value, or 2.84 µΩ cm. Now add lattice scattering with mean free path \(500\,a_0\):

\[
\frac1l=\left(\frac1{463.3}+\frac1{500}\right)a_0^{-1},\qquad l=240.5\,a_0 ,
\]

\[
Z_w=-0.01158\times240.5\times18.63\simeq-51.9 .
\]

The resistivities give the same value: \(-100\times2.835/5.463=-51.9\). With an assumed \(Z_d=1\), the effective valence is about \(-51\), so this positive ion is driven along the electron flow. The magnitude belongs to this model potential, not to a particular ion in a real metal: the Thomas–Fermi value \(q=0.944\,a_0^{-1}\), which does not satisfy the sum rule, would give \(\sigma_{\rm tr}=22.45\,a_0^2\) and \(Z_w=-56.5\). When the lattice mean free path falls to \(250\,a_0\), \(Z_w\) weakens to \(-35\).

At \(j=10^{10}\) A/m\(^2\), (10) gives a wind force of magnitude \(100\times2.835\times10^{-8}\times10^{10}=2.84\times10^4\) eV/m, or \(2.84\times10^{-6}\) eV/Å. It is the same for all the lattice mean free paths considered.

A second, immobile impurity species shows which resistivity belongs in the numerator. Let its mean free path be \(1000\,a_0\), with the lattice value kept at \(500\,a_0\). The residual resistivity is then 4.15 µΩ cm and the total 6.78 µΩ cm. The migrating species still contributes 2.84 µΩ cm, so \(Z_w=-100\times2.835/6.776=-41.8\), as the Boltzmann solution confirms. Using the whole residual resistivity would give \(-61.2\), too large in magnitude by 46% of the correct value.

## Conditions on an implementation

The semiclassical description requires \(k_Fl\gg1\). In the example, \(Z_d=1\) would cancel the wind at \(l=1/(n\sigma_{\rm tr})\simeq4.6\,a_0\), where \(k_Fl\simeq3\). The model should not be used to predict a sign change there.

The defects must scatter independently. If they cluster, neither a single-defect \(\sigma_{\rm tr}\) nor a contribution proportional to \(n_d\) can be assumed. On an anisotropic Fermi surface different scatterers need not share the eigenfunction behind (4), and a band with hole-like carriers breaks the free-electron relation between velocity and momentum. In both cases the derivation of (1) no longer applies, and the force should be calculated with the actual bands and scattering rates.

Finally, (1) gives the force at one position. A migrating atom passes through a saddle point where its surroundings, and hence its scattering, differ. The work done by the wind during a jump is \(\int\mathbf F_w\cdot d\mathbf s\) along the path. Using the cross section of the equilibrium site for the whole path is an additional approximation.

## Computed values

```
Fermi wavevector k_F = 0.700 1/a0
electron density n = 0.011584 1/a0^3
defect density n_d = 1.1584e-04 1/a0^3, n/n_d = 100.0
screening constant q from Friedel sum rule = 1.15184 1/a0
Friedel charge = 1.000000
phase shift delta_0 = 1.11240 rad
phase shift delta_1 = 0.11251 rad
phase shift delta_2 = 0.01794 rad
phase shift delta_3 = 0.00334 rad
phase shift delta_4 = 0.00066 rad
total cross section = 21.6369 a0^2
sigma_tr from phase shifts = 18.6311 a0^2
sigma_tr from angular integral = 18.6311 a0^2
sigma_tr converted = 5.2172 angstrom^2
d ln sigma_tr / d ln k at k_F = -2.626
force of one wave of density 1 a0^-3 on the defect:
  quantum integral = 18.258430 Ry/a0
  momentum transfer = 18.258430 Ry/a0
Fermi sphere displaced by 0.005 1/a0:
  force integrated = 1.510782e-03 Ry/a0
  force n*shift*v_F*sigma_tr = 1.510805e-03 Ry/a0
defect resistivity rho_d = 2.8353 microohm cm
assumed direct valence Z_d = 1.0
columns: lattice mfp (a0), total mfp (a0), rho (microohm cm),
         rho_d/rho, Z_w, Z*
      inf    463.33   2.8353  1.00000  -100.000   -99.000
     5000    424.04   3.0980  0.91519   -91.519   -90.519
     1000    316.63   4.1489  0.68337   -68.337   -67.337
      500    240.48   5.4626  0.51903   -51.903   -50.903
      250    162.38   8.0899  0.35047   -35.047   -34.047
current density for the force = 1.0e+10 A/m^2
wind force, smallest in table = 28352.5361 eV/m
wind force, largest in table = 28352.5361 eV/m
second impurity: its mfp = 1000 a0, lattice mfp = 500 a0
  residual resistivity = 4.1489 microohm cm
  total resistivity = 6.7762 microohm cm
  Z_w from Boltzmann solution = -41.841
  Z_w from the defect share rho_d/rho = -41.841
  Z_w if whole residual part is used = -61.227
```
